# The Flory–Stockmayer gel point from equal reactivity without loops

## 1. What dimensions and symmetry fix

A melt or solution starts as $N$ identical monomers, each carrying $f\ge 3$ equivalent groups. Any two groups can condense into one bond. The kinetics contains two dimensional quantities, the initial monomer concentration $[M]_0$ and a rate constant $k$, defined through the concentration $[G]$ of free groups by

$$\frac{d[G]}{dt}=-k[G]^2 . \tag{1}$$

The product $k[M]_0$ is an inverse time, so time enters through $\tau=k[M]_0t$. The conversion $p$, the fraction of groups that have reacted, is dimensionless. For $N\to\infty$ its value $p_c$ at gelation can therefore depend on $f$ alone: neither $k$ nor $[M]_0$ can appear in it.

The equivalence of the groups says more. Enter a monomer through one of its bonds. The other $f-1$ groups are alike, and if each has reacted with probability $p$, then on average $(f-1)p$ bonds lead onward. This number multiplies the population from one generation of neighbours to the next, so the threshold should be a condition on $(f-1)p$. A multiplier of one separates dying from growing populations, which suggests

$$p_c=\frac{1}{f-1}. \tag{2}$$

The argument presumes that groups react independently and that the generations do not meet again. The rate equations below need no such picture. They rest on three assumptions:

- every pair of free groups on different molecules reacts with the same rate constant, whatever the molecule size or the state of neighbouring groups;
- finite molecules contain no loops;
- mixing is perfect and $N\to\infty$.

This is a mean-field model, since positions in space play no part.

## 2. Rate equations

Let $c_x$ be the number of molecules of $x$ monomers, divided by $N$. A loopless molecule of $x$ monomers has $x-1$ bonds, each using two of its $fx$ groups. Its number of free groups is

$$s_x=fx-2(x-1)=(f-2)x+2 . \tag{3}$$

The number of free groups per initial monomer is $S=\sum_x s_xc_x=f(1-p)$. By (1), groups disappear at the rate $S^2$ per unit $\tau$. Each bond removes two groups, so bonds form at the rate

$$\tfrac12S^2=\tfrac12\sum_{i,j}s_is_jc_ic_j .$$

For $i\neq j$ a pair of sizes occurs twice in this sum, which gives the rate $s_is_jc_ic_j$. For $i=j$ it occurs once, which gives $\tfrac12s_i^2c_i^2$, but each such event consumes two molecules of that size. The loss of $x$-mers is therefore $s_xc_x\sum_js_jc_j$ in both cases, and

$$\frac{dc_x}{d\tau}=\frac12\sum_{i+j=x}s_is_jc_ic_j-s_xc_xS,\qquad c_x(0)=\delta_{x,1}. \tag{4}$$

Multiply (4) by any function $\phi_x$ and sum over $x$. The loss term is $\sum_{i,j}\phi_is_is_jc_ic_j$. Exchanging the names $i$ and $j$ and averaging the two forms replaces $\phi_i$ by $\tfrac12(\phi_i+\phi_j)$. Hence

$$\frac{d}{d\tau}\sum_x\phi_xc_x=\frac12\sum_{i,j}s_is_jc_ic_j\left(\phi_{i+j}-\phi_i-\phi_j\right), \tag{5}$$

provided the separate sums converge. Section 4 shows that they do below the gel point for powers of $x$.

**Conversion.** For $\phi_x=s_x$, equation (3) gives $s_{i+j}-s_i-s_j=2-4=-2$, so $dS/d\tau=-S^2$. With $S(0)=f$,

$$\frac1S=\frac1f+\tau,\qquad p=1-\frac Sf=\frac{f\tau}{1+f\tau}. \tag{6}$$

**Number average.** For $\phi_x=x$ the bracket in (5) vanishes, so $\sum_xxc_x=1$ at all times before gelation. Summing (3) over the molecules gives $S=(f-2)+2\sum_xc_x$. Since $S=f(1-p)$,

$$\sum_xc_x=1-\frac{fp}{2},\qquad X_n=\frac{\sum_x xc_x}{\sum_x c_x}=\frac{1}{1-fp/2}. \tag{7}$$

## 3. Divergence of the weight average

The weight-average size is $X_w=\sum_xx^2c_x/\sum_xxc_x=\sum_xx^2c_x$, because the denominator is one. For $\phi_x=x^2$ the bracket in (5) is $(i+j)^2-i^2-j^2=2ij$. The factor 2 cancels the $\tfrac12$, and the double sum factorizes:

$$\frac{dX_w}{d\tau}=A^2,\qquad A=\sum_xx\,s_xc_x=(f-2)X_w+2 . \tag{8}$$

The last form follows from (3) and $\sum_xxc_x=1$. Differentiating it gives $dA/d\tau=(f-2)A^2$. Initially $X_w=1$ and $A=f$, so

$$\frac1A=\frac1f-(f-2)\tau . \tag{9}$$

The right side reaches zero at a finite time,

$$\tau_c=\frac{1}{f(f-2)} . \tag{10}$$

Inserting $f\tau_c=1/(f-2)$ in (6) gives the conversion there:

$$p_c=\frac{1/(f-2)}{1+1/(f-2)}=\frac{1}{f-1}.$$

This is (2). To express $X_w$ through $p$, solve (6) for $\tau=p/[f(1-p)]$ and insert it in (9):

$$\frac1A=\frac{(1-p)-(f-2)p}{f(1-p)}=\frac{1-(f-1)p}{f(1-p)} .$$

Then $X_w=(A-2)/(f-2)$ becomes

$$X_w=\frac{f(1-p)-2+2(f-1)p}{(f-2)[1-(f-1)p]}=\frac{1+p}{1-(f-1)p}, \tag{11}$$

since the first numerator equals $(f-2)(1+p)$. Equation (11) holds for $p<p_c$. Beyond $p_c$ it turns negative, which no average size can be.

Direct numerical integration of (4) tests this result without using the moment equations. For $f=4$ at $p=0.2308$ it gives $X_w=4.000$, in agreement with (11). The integrated values of $1/A$ and $1/S$ lie on straight lines in $\tau$, as (9) and (6) require. Extending these lines to $1/A=0$ gives $\tau_c=0.1250$ and $p_c=0.3333$.

**Two limiting cases.** For $f=2$ the factor $f-2$ vanishes and $A=2$ stays constant. Equation (8) then gives $X_w=1+4\tau$. With $\tau=p/[2(1-p)]$ this is $(1+p)/(1-p)$, the $f=2$ form of (11). Chains grow without limit as $p\to1$, but no finite time brings a gel. For $f\to\infty$ at fixed mean number of bonds per monomer $z=fp$, equation (11) tends to $1/(1-z)$. The gel conversion tends to zero, while the number of bonds a monomer has at gelation, $fp_c=f/(f-1)$, tends to one.

## 4. The divergence is the birth of a gel

A diverging average does not by itself prove that an infinite molecule appears. For that, consider the structure around a monomer chosen at random.

Equal reactivity means that each event joins two free groups picked at random. From here on, pairs of groups on the same molecule are also allowed to react, at the same rate. Below the gel point such loop-forming events are few (Section 5). Above it their number grows in proportion to $N$, so the results for $p>p_c$ rest on this added rule. With it, no group is distinguished from any other, so the reacted groups are a random subset and their pairing is random. For $N\to\infty$, any finite collection of groups has reacted independently with probability $p$. The partner of a reacted group lies on a monomer already visited with a probability of order $1/N$. The neighbourhood is thus a branching tree.

The mean size of the molecule that contains a random monomer is $X_w$, because a molecule of size $x$ is hit with probability $xc_x$. The monomer has $fp$ neighbours on average, and each later generation has on average $(f-1)p$ times as many members as the one before. Below the gel point this factor is less than one and the sum converges:

$$X_w=1+fp\sum_{n=0}^{\infty}[(f-1)p]^n=1+\frac{fp}{1-(f-1)p}=\frac{1+p}{1-(f-1)p}. \tag{12}$$

This is (11) by a second route.

The tree also settles the convergence needed for (5). Let $h(z)$ be the generating function of the number of monomers in the branch behind a bond. The first monomer contributes a factor $z$, and each of its $f-1$ other groups contributes $1-p$ if free and $ph$ if reacted. Hence $z=h/(1-p+ph)^{f-1}$. At $h=1$ the derivative is $dz/dh=1-(f-1)p$. Below threshold it is positive, so $h(z)$ continues smoothly to some $z>1$. The probabilities of large branches then fall off exponentially, and all moments are finite. This carries over to the loopless equation (4): Section 5 shows that below threshold the whole sample contains only a finite number of loops on average, so forbidding them does not change the size distribution for $N\to\infty$.

Now let $v$ be the probability that a group leads to a finite branch or to none. Either the group is free, or it has reacted and all $f-1$ other groups of its partner lead to finite branches:

$$v=g(v),\qquad g(v)=1-p+p\,v^{f-1}. \tag{13}$$

The value $v=1$ solves (13) for every $p$. To select the right root, let $v_n$ be the probability that the branch has fewer than $n$ generations. Then $v_0=0$ and $v_{n+1}=g(v_n)$. Since $g$ increases with $v$, the sequence rises to the smallest root in $[0,1]$, which is the wanted $v$.

For $f\ge3$, $g$ is strictly convex on $[0,1]$, and its slope at $v=1$ is $(f-1)p$.

- If $(f-1)p\le1$, convexity places $g$ above its tangent at $v=1$. For $v<1$ this gives $g(v)>1-(f-1)p\,(1-v)\ge v$. There is no root below one, so $v=1$ and all branches are finite.
- If $(f-1)p>1$, then $g(v)<v$ just below $v=1$, while $g(0)=1-p\ge0$. The curve must meet the diagonal at some $v<1$.

A monomer belongs to a finite molecule when all its $f$ groups lead to finite branches. The gel fraction is

$$w=1-v^f, \tag{14}$$

and it is nonzero for $p>1/(f-1)$ and zero otherwise. At $p_c$ itself the mean size is infinite, yet the gel fraction is still zero.

The onset follows by setting $v=1-\varepsilon$ and $\delta=(f-1)p-1$ with both small. To second order (13) reads

$$\varepsilon=(f-1)p\,\varepsilon-\tfrac12p(f-1)(f-2)\varepsilon^2 .$$

Dividing by $\varepsilon$ and using $(f-1)p\approx1$ in the last term gives $\varepsilon\approx2\delta/(f-2)$. Since $w\approx f\varepsilon$,

$$w\approx\frac{2f}{f-2}\,\delta . \tag{15}$$

The gel grows continuously from zero, linearly at leading order. Iteration of (13) at $\delta=10^{-3}$ agrees with (15) within 1% of the predicted value for $f=3$ to $6$.

Equation (14) counts monomers with an unbounded branch. It does not show that they all belong to one molecule. Random pairing of the groups of 200,000 monomers tests this. For $f=4$ and $p=0.40$ the largest molecule holds a share 0.541 of the monomers, against 0.542 from (14). At $p=0.30$, below threshold, its share is 0.0012.

## 5. When loops may be neglected

The no-loop assumption can be checked from within the model by permitting loops and counting them. A loop of $k$ monomers is specified by an ordered list of monomers, $N^k$ choices for large $N$, and by an entry and an exit group on each, $[f(f-1)]^k$ choices. The starting point and the direction are arbitrary, so each loop has been counted $2k$ times. A given group is bonded to another given group with probability $p/(fN)$, and $k$ such bonds are needed. The expected number of $k$-membered loops in the whole sample is

$$L_k=\frac{N^k[f(f-1)]^k}{2k}\left(\frac{p}{fN}\right)^k=\frac{[(f-1)p]^k}{2k}. \tag{16}$$

All powers of $N$ cancel. Below the gel point the sum over $k$ converges:

$$L=\sum_{k\ge1}L_k=-\tfrac12\ln[1-(f-1)p]. \tag{17}$$

The number of loops per monomer is $L/N$, which vanishes for $N\to\infty$ at any fixed $p<p_c$. For $f=4$ and $p=0.20$, (17) gives $L=0.458$. Random pairing, averaged over 400 samples, gives 0.410 for $N=5000$ and 0.507 for $N=20{,}000$. If the loop number follows a Poisson distribution, the standard error of each average is $\sqrt{0.458/400}\approx0.034$, and both values lie within 1.5 standard errors of (17). A count proportional to $N$ would have grown fourfold.

At and above $p_c$ the sum (17) diverges. In the random-pairing model of Section 4 the finite molecules remain essentially loopless but the gel does not: two free groups of the gel also react with each other, and each such bond closes a loop. A model that forbids these bonds has the same $p_c$, but beyond it (6) and (14) no longer apply and the gel fraction at a given $p$ is different. At high conversion the number of bonds alone makes loops unavoidable: a forest on $N$ monomers has at most $N-1$ bonds. Since the number of bonds is $fpN/2$, a loopless system could not pass $p=2/f$, whereas random pairing can reach $p=1$.

The same value $2/f$ is where $X_n$ in (7) would diverge. It lies beyond the gel point, because

$$\frac2f-\frac1{f-1}=\frac{f-2}{f(f-1)}>0\quad(f\ge3).$$

At the gel point itself

$$X_n(p_c)=\frac{1}{1-f/[2(f-1)]}=\frac{2(f-1)}{f-2}, \tag{18}$$

which is finite. The number average weights all molecules equally and is dominated by the many small ones. The weight average responds to the few large ones, which is why it diverges at the gel point while $X_n$ stays finite.

The cancellation of $N$ in (16) relies on perfect mixing. In a real solution two groups on the same chain stay close together, so a ring can close with a probability that does not fall as $1/N$. Equation (17) does not describe such rings.

## 6. Worked example: condensation of silanols

Fully hydrolysed silicon precursors condense through Si–OH groups into Si–O–Si bridges. Orthosilicic acid, Si(OH)$_4$, has $f=4$. In methylsilanetriol, CH$_3$Si(OH)$_3$, the methyl group does not condense, and $f=3$.

**Si(OH)$_4$.** Equation (2) gives $p_c=1/3$, or 33.3%. Each silicon then has on average $fp_c/2=0.667$ bridges, counted once per bridge. The gel time is $\tau_c=1/(4\cdot2)=0.125$. On the approach, at $p=0.30$,

$$X_n=\frac{1}{1-0.60}=2.5,\qquad X_w=\frac{1.30}{1-0.90}=13 .$$

At $p=0.33$ the weight average is $1.33/0.01=133$, while $X_n$ has risen to 2.94, close to its value 3 at the gel point. A change of 0.03 in conversion thus multiplies $X_w$ by about ten.

Beyond the gel point, at $p=0.50$, equation (13) becomes $v^3-2v+1=(v-1)(v^2+v-1)=0$. The root below one is $v=(\sqrt5-1)/2=0.618$, and the gel fraction is $1-0.618^4=0.854$. Nearer the threshold, at $p=0.35$, $\delta=0.05$ and the linear law (15) predicts $4\times0.05=0.20$. The full recursion gives 0.18, so the linear law is about 11% too high relative to that value.

**CH$_3$Si(OH)$_3$.** Here $p_c=1/2$, or 50%, with $3\cdot\tfrac12/2=0.75$ bridges per silicon and $\tau_c=1/3$. For $f=3$, (13) factorizes as $(v-1)[pv-(1-p)]=0$, so that above the gel point

$$v=\frac{1-p}{p},\qquad w=1-\left(\frac{1-p}{p}\right)^3 .$$

At $p=0.60$ this gives $v=0.667$ and $w=0.704$. At the same conversion of 0.40, the methylated precursor is still a sol with $X_w=1.40/0.20=7$, whereas the ideal Si(OH)$_4$ system already has 54% of its monomers in the gel. Replacing one condensable group by methyl raises the gel conversion by half of its former value. At equal $k$ and $[M]_0$ it lengthens the gel time by the factor $(1/3)/(1/8)\approx2.7$.

These figures describe the ideal model and do not predict the gelation of a particular sol. Those beyond the gel point assume that groups within the gel react with each other as readily as any other pair. All of them assume irreversible bonds, whereas Si–O–Si bridges can hydrolyse back to silanols. The reactivity of a silanol depends on how many bridges its silicon already has, which violates the first assumption. Siloxanes also form small rings, which violates the second: a bond that closes a ring raises $p$ without joining two molecules. The computed values and the comparisons with direct integration and random pairing are listed in the numerical output.

## Values computed for the example and the checks

```
RATE EQUATIONS (integrated numerically)
f=3: at p=0.3377, X_w=4.1224 monomers (integrated), 4.1224 (formula)
f=3: extrapolated gel point tau=0.33333, p=0.50000 (dimensionless)
f=4: at p=0.2308, X_w=4.0000 monomers (integrated), 4.0000 (formula)
f=4: extrapolated gel point tau=0.12500, p=0.33333 (dimensionless)
f=5: at p=0.1736, X_w=3.8378 monomers (integrated), 3.8378 (formula)
f=5: extrapolated gel point tau=0.06667, p=0.25000 (dimensionless)
RANDOM PAIRING BELOW THE GEL POINT (loops permitted, 400 samples)
f=4, p=0.20, N=5000 monomers: X_w=2.990 monomers (formula 3.000)
   loops per whole sample=0.410 (formula 0.458)
f=4, p=0.20, N=20000 monomers: X_w=3.001 monomers (formula 3.000)
   loops per whole sample=0.507 (formula 0.458)
f=3, p=0.30, N=20000 monomers: X_w=3.248 monomers (formula 3.250)
   loops per whole sample=0.427 (formula 0.458)
LARGEST MOLECULE (random pairing, N=200000 monomers, 5 samples)
f=4, p=0.30: share of monomers=0.0012 (branch recursion 0.0000)
f=4, p=0.40: share of monomers=0.5409 (branch recursion 0.5415)
f=4, p=0.50: share of monomers=0.8540 (branch recursion 0.8541)
f=3, p=0.60: share of monomers=0.7029 (branch recursion 0.7037)
WORKED EXAMPLE: ideal condensation of silanols
Si(OH)4: f=4, gel conversion=0.3333 = 33.33 %
   reduced gel time=0.1250 (dimensionless), Si-O-Si bridges per Si at gel=0.6667
   X_n at gel=3.000 monomers, conversion where X_n would diverge=0.5000
   p=0.10: X_n=1.250 monomers, X_w=1.571 monomers
   p=0.20: X_n=1.667 monomers, X_w=3.000 monomers
   p=0.30: X_n=2.500 monomers, X_w=13.000 monomers
   p=0.33: X_n=2.941 monomers, X_w=133.000 monomers
   p=0.35: v=0.9516, gel fraction=0.1800 (dimensionless)
   p=0.40: v=0.8229, gel fraction=0.5415 (dimensionless)
   p=0.50: v=0.6180, gel fraction=0.8541 (dimensionless)
CH3Si(OH)3: f=3, gel conversion=0.5000 = 50.00 %
   reduced gel time=0.3333 (dimensionless), Si-O-Si bridges per Si at gel=0.7500
   X_n at gel=4.000 monomers, conversion where X_n would diverge=0.6667
   p=0.20: X_n=1.429 monomers, X_w=2.000 monomers
   p=0.30: X_n=1.818 monomers, X_w=3.250 monomers
   p=0.40: X_n=2.500 monomers, X_w=7.000 monomers
   p=0.49: X_n=3.774 monomers, X_w=74.500 monomers
   p=0.52: v=0.9231, gel fraction=0.2135 (dimensionless)
   p=0.60: v=0.6667, gel fraction=0.7037 (dimensionless)
   p=0.70: v=0.4286, gel fraction=0.9213 (dimensionless)
```
